# Bardeen's Matrix Element and the Transmission of a Thick Rectangular Barrier

## Result and assumptions

Hartree atomic units are used in the derivation ($\hbar=m_e=e=1$). An electron of energy $E$ moves in one dimension through three regions:

- left electrode, $x<0$: potential $U_L$, mass $m_L$;
- barrier, $0<x<d$: potential $U_B$, mass $m_B$;
- right electrode, $x>d$: potential $U_R$, mass $m_R$.

Let $U_L,U_R<E<U_B$ and define
$$k_j=\sqrt{2m_j(E-U_j)},\quad v_j=\frac{k_j}{m_j}\ (j=L,R),\quad \kappa=\sqrt{2m_B(U_B-E)},\quad v_B=\frac{\kappa}{m_B}.$$
The quantity $v_B$ has the dimension of a speed but is not a speed of travel. The kinetic operator is $-\frac12\frac{d}{dx}\frac1m\frac{d}{dx}$, so $\psi$ and $\psi'/m$ are continuous at each interface.

**Theorem.** Let tunnelling be coherent and elastic, and let the right electrode be an empty continuum. The golden rule with Bardeen's matrix element then gives
$$T_0=\frac{16\,v_Lv_Rv_B^2}{(v_L^2+v_B^2)(v_R^2+v_B^2)}\,e^{-2\kappa d}. \tag{1}$$
The exact transmission $T$ of the same barrier satisfies
$$\left|\frac{T_0}{T}-1\right|\le 2e^{-2\kappa d}+e^{-4\kappa d}. \tag{2}$$

Thus $T_0$ is the leading term of $T$ for $\kappa d\gg1$, prefactor included. For equal masses and floors, measure $E$ from the floor and call the barrier height $V$. Then $v^2=2E/m$, $v_B^2=2(V-E)/m$ and $v^2+v_B^2=2V/m$, so
$$T_0=\frac{16E(V-E)}{V^2}e^{-2\kappa d}.$$

## Lemma 1: the isolated states

Bardeen's method starts from two separate problems. The left state $\psi_L$ lives in an electrode of length $L_L$ with a hard wall at its far end, and the barrier continues without end on the other side. The right states $\psi_R$ are defined by the mirror construction. Both lengths are taken large compared with $1/\kappa$.

**Lemma 1.** For either electrode, with its index dropped, the levels obey $kL+\arctan(v/v_B)=n\pi$. With
$$L_{\rm eff}=L+\frac{vv_B/k+v^2/\kappa}{v^2+v_B^2}, \tag{3}$$
the normalized state has squared amplitude $2/L_{\rm eff}$ in the electrode. At the barrier edge, and for the density of states of one spin,
$$|\psi_{\rm edge}|^2=\frac{2}{L_{\rm eff}}\frac{v^2}{v^2+v_B^2},\qquad \rho=\frac{dn}{dE}=\frac{L_{\rm eff}}{\pi v}. \tag{4}$$

*Proof.* For the left electrode write $\psi=A\sin k(x+L)$ for $-L<x<0$ and $\psi=A\sin(kL)\,e^{-\kappa x}$ for $x>0$. Continuity of $\psi'/m$ at $x=0$ gives $v\cos kL=-v_B\sin kL$, hence $\tan kL=-v/v_B$, which is the quantization condition. It follows that
$$\sin^2kL=\frac{v^2}{v^2+v_B^2},\qquad \sin2kL=-\frac{2vv_B}{v^2+v_B^2}.$$
The normalization integral, tail included, is
$$A^2\left[\frac L2-\frac{\sin2kL}{4k}+\frac{\sin^2kL}{2\kappa}\right]=\frac{A^2L_{\rm eff}}2=1 .$$
This fixes $A^2=2/L_{\rm eff}$, and the edge value is $A^2\sin^2kL$.

For the density of states, treat $n$ as continuous and differentiate the quantization condition, using $dk/dE=1/v$ and $d\kappa/dE=-1/v_B$. The ratio $r=v/v_B$ is proportional to $k/\kappa$, so
$$\frac{1}{r}\frac{dr}{dE}=\frac1{kv}+\frac1{\kappa v_B}.$$
Since $d\arctan r=dr/(1+r^2)$ and $r/(1+r^2)=vv_B/(v^2+v_B^2)$,
$$\pi\frac{dn}{dE}=\frac Lv+\frac{vv_B}{v^2+v_B^2}\left(\frac1{kv}+\frac1{\kappa v_B}\right)=\frac{L_{\rm eff}}v.\qquad\blacksquare$$

The same $L_{\rm eff}$ appears in the normalization and in $\rho$. The box lengths will therefore cancel without being replaced by their large-box values.

## Lemma 2: the matrix element

Let $H$ be the full Hamiltonian. Expand the state that starts on the left as
$$\Psi=a\,\psi_Le^{-iEt}+\sum_n b_n\psi_n e^{-iE_nt},\qquad a(0)=1,\quad b_n(0)=0,$$
where $\psi_n$ are right states. Insert this in $i\dot\Psi=H\Psi$ and project on $\psi_m$:
$$i\dot b_me^{-iE_mt}+i\dot a\langle\psi_m|\psi_L\rangle e^{-iEt}=a\langle\psi_m|H-E|\psi_L\rangle e^{-iEt}+\sum_nb_n\langle\psi_m|H-E_n|\psi_n\rangle e^{-iE_nt}.$$
Apart from powers of $\kappa d$, which arise because the product of the two tails is constant across the barrier when the energies are equal, the overlap is of order $e^{-\kappa d}$ and $\dot a$ is of order $e^{-2\kappa d}$. Their product is therefore of third order in $e^{-\kappa d}$. In the last sum, $(H-E_n)\psi_n$ vanishes except in the left electrode, where both right states are of order $e^{-\kappa d}$. With $b_n$ itself of first order, this term is also of third order. To leading order, with $a\approx1$,
$$i\dot b_m=M\,e^{i(E_m-E)t},\qquad M=\langle\psi_m|H-E|\psi_L\rangle. \tag{5}$$

**Lemma 2.** For $E_m=E$, and any plane $x_s$ inside the barrier,
$$M=\frac1{2m_B}\left(\psi_R\psi_L'-\psi_L\psi_R'\right)_{x_s},\qquad |M|=v_B\,|\psi_L(0)\psi_R(d)|\,e^{-\kappa d}. \tag{6}$$

*Proof.* Since $(H-E)\psi_L=0$ for $x<d$, the integral for $M$ may start at $x_s$. There $(H-E)\psi_R=0$, so $\psi_L(H-E)\psi_R$ may be subtracted from the integrand. The potentials cancel, which leaves
$$M=-\frac12\int_{x_s}\left[\psi_R\left(\frac{\psi_L'}m\right)'-\psi_L\left(\frac{\psi_R'}m\right)'\right]dx=-\frac12\int_{x_s}\frac{d}{dx}\left[\frac{\psi_R\psi_L'-\psi_L\psi_R'}m\right]dx,$$
because the terms in $\psi_R'\psi_L'$ cancel. The continued tail $\psi_L$ has a smooth slope at $x=d$, so $\psi_L'/m$ jumps there if the masses differ. The derivative of this jump is a delta function, and it belongs to the integral. The contribution of the far wall is smaller by about $e^{-\kappa L_R}$ and is dropped. The lower limit gives the first form of (6).

In the barrier $\psi_L=\psi_L(0)e^{-\kappa x}$ and $\psi_R=\psi_R(d)e^{\kappa(x-d)}$. The bracket in (6) equals $-2\kappa\psi_L(0)\psi_R(d)e^{-\kappa d}$ at every $x_s$, which gives the second form. $\blacksquare$

The volume integral in (5), delta term included, was evaluated by quadrature for potentials $0,\,1,\,-0.3$, masses $0.7,\,0.5,\,1.3$ (left, barrier, right), $d=6$, $L_L=12$ and $L_R\approx60$. Its ratio to the closed form was 1.0000000000.

## Proof of the theorem

**Golden rule.** Integrating (5) gives
$$|b_m|^2=|M|^2\,\frac{4\sin^2(\omega t/2)}{\omega^2},\qquad \omega=E_m-E.$$
When the right levels are dense on the scale $1/t$, the sum over $m$ becomes $\rho_R\int d\omega$. The integral of $4\sin^2(\omega t/2)/\omega^2$ is $2\pi t$, so the probability grows at the rate
$$\Gamma=2\pi|M|^2\rho_R. \tag{7}$$
The time must be long enough for $|M|^2\rho_R$ to be constant over a width $1/t$, and short compared with $1/\Gamma$. It must also precede the return of the wave from the far wall, at about $2\pi\rho_R=2L_{R,\rm eff}/v_R$.

Insert (4) and (6) in (7), with $D_j=v_j^2+v_B^2$:
$$\Gamma=2\pi\,v_B^2\,\frac{4v_L^2v_R^2}{L_{L,\rm eff}L_{R,\rm eff}D_LD_R}\,e^{-2\kappa d}\,\frac{L_{R,\rm eff}}{\pi v_R}=\frac{8v_B^2v_L^2v_R}{L_{L,\rm eff}D_LD_R}\,e^{-2\kappa d}.$$

**From rate to transmission.** The standing wave $A\sin k_L(x+L_L)$ is a sum of two travelling waves of amplitude $A/2$. The flux that strikes the barrier is therefore $v_LA^2/4=v_L/(2L_{L,\rm eff})$. The transmission is the decay rate divided by this flux,
$$T_0=\frac{2L_{L,\rm eff}}{v_L}\Gamma=4\pi^2|M|^2\rho_L\rho_R,$$
which is (1).

**Exact transmission.** Let the transmitted wave have amplitude $\tau$ at $x=d$, so that $\psi=\tau$ and $\psi'/m=iv_R\tau$ there. Put $C=\cosh\kappa d$ and $S=\sinh\kappa d$. Carrying both quantities back through the barrier gives
$$\psi(0)=\tau\left(C-i\frac{v_R}{v_B}S\right),\qquad \frac{\psi'(0)}m=\tau\left(iv_RC-v_BS\right).$$
On the left, an incident wave of unit amplitude and a reflected amplitude $r$ give $\psi(0)=1+r$ and $\psi'(0)/m=iv_L(1-r)$. Eliminating $r$,
$$2=\psi(0)+\frac{1}{iv_L}\frac{\psi'(0)}m=\tau\left[\left(1+\frac{v_R}{v_L}\right)C+i\left(\frac{v_B}{v_L}-\frac{v_R}{v_B}\right)S\right].$$
The ratio of fluxes is $T=(v_R/v_L)|\tau|^2$, hence
$$\frac1T=\frac{PC^2+QS^2}{4v_Lv_R},\qquad P=(v_L+v_R)^2,\quad Q=\left(v_B-\frac{v_Lv_R}{v_B}\right)^2. \tag{8}$$

**Comparison.** Let $y=e^{-2\kappa d}$. Then $C^2=(1+2y+y^2)/(4y)$ and $S^2=(1-2y+y^2)/(4y)$. The cross terms $\pm2v_Lv_R$ cancel in the sum
$$P+Q=v_L^2+v_R^2+v_B^2+\frac{v_L^2v_R^2}{v_B^2}=\frac{D_LD_R}{v_B^2}.$$
Therefore $(P+Q)/(16v_Lv_Ry)=1/T_0$, and (8) becomes
$$\frac{T_0}{T}=1+2g\,e^{-2\kappa d}+e^{-4\kappa d},\qquad g=\frac{P-Q}{P+Q}. \tag{9}$$
Since $P,Q\ge0$, $|g|\le1$, and (2) follows. $\blacksquare$

## Remarks on the prefactor and on failure

**Size.** The prefactor is $16$ times the product of $v_Lv_B/D_L$ and $v_Rv_B/D_R$, each at most $\frac12$. It is therefore at most 4, a value reached when $v_L=v_R=v_B$. For equal masses and floors this is $E=V/2$.

**Left threshold.** As $E\to U_L$ at fixed $v_R>0$, the prefactor tends to $16v_Lv_R/(v_R^2+v_B^2)$ and vanishes as $v_L$. The decay rate contains the striking flux as well. Among the low levels of an electrode of fixed length, where $v_L\ll v_B$, it therefore scales as $v_L^2$, in proportion to $E-U_L$, apart from the slower change of the exponential.

**Barrier top.** As $E\to U_B$ at fixed $d$, $\kappa d\to0$ and the barrier is no longer thick. Then $T_0\to0$, whereas $S/v_B\to m_Bd$ in (8) gives the finite value
$$T\to\frac{4v_Lv_R}{(v_L+v_R)^2+(v_Lv_Rm_Bd)^2}.$$

**Discrete receiver.** If the right side is a small well with one level at $E$, (7) does not apply. The two states mix with coupling $M$ and split by $2|M|$ to leading order, and the electron oscillates between them. For two equal wells of length 12 and mass 0.7, with a barrier of height 1, mass 0.5 and width 6, the exact splitting of the third level divided by $2|M|$ was 0.999984.

**Decay in time.** A state in a well of length 5.05 was evolved on a grid, with unit masses, a barrier of height 1 and width 3, and a right electrode of length 400. It started in the second level. Between times 100 and 650 the fitted decay rate was $1.362\times10^{-3}$ with grid step 0.1, against $1.364\times10^{-3}$ from (7). The last digit is not converged: a step three times finer gives $1.367\times10^{-3}$, and the complex energy of the level gives $1.368\times10^{-3}$. The golden rule is thus about 0.3% low, of the size of $e^{-2\kappa d}\approx0.004$ for this barrier.

## Example: gold, thin oxide, silicon

A 10 nm silicon film with a (001) surface faces gold across 1.5 nm of silicon dioxide. The rough parameters are:

- barrier 3.1 eV from the silicon band edge and 4.1 eV from the gold Fermi level;
- gold Fermi energy 5.5 eV above its floor;
- masses 0.92 (silicon, normal to the film), 0.42 (oxide) and 1.0 (gold), in electron masses.

The contact is biased, gold positive, until the oxide is free of field. The barrier is then rectangular, the gold Fermi level lies 1.0 eV below the silicon edge, and the gold floor lies at $-6.5$ eV. The back of the film is taken as a hard wall.

For the lowest film level, $E=4.02$ meV, the speeds in units of $10^6$ m/s are $v_L=0.0392$, $v_B=1.610$ and $v_R=1.513$. The prefactor is
$$\frac{16(0.0392)(1.513)(1.610)^2}{(0.0392^2+1.610^2)(1.513^2+1.610^2)}\approx0.194 .$$
With $2\kappa d=17.53$, $e^{-2\kappa d}=2.45\times10^{-8}$ and $T_0=4.76\times10^{-9}$. The film electron strikes the barrier $1.946\times10^{12}$ times per second, so
$$\Gamma=(1.9461\times10^{12}\ {\rm s^{-1}})(4.7555\times10^{-9})\approx9.25\times10^3\ {\rm s^{-1}},$$
a lifetime of 108 µs. The golden rule gives the same rate from $|M|=1.741\times10^{-7}$ eV and $\rho_R=32.0$ eV$^{-1}$, for a gold length of about 100 nm. An independent calculation, which finds the complex energy of the film level with an outgoing wave in gold, also gives $9.25\times10^3$ s$^{-1}$.

From the first level to the fourth, the rate rises by a factor of 19.0. The striking rate contributes 4.0, the prefactor 4.0 and the exponential the remaining 1.19. Over this range the energy dependence comes mainly from the factors outside the exponential.

Thinning the oxide at fixed $E$ tests (9): $T_0/T=1.0146$ at $\kappa d=1$ and $0.99983$ at $\kappa d=2$. The error is small even here because $v_L$ is small and $v_R\approx v_B$, which makes $P\approx Q$ and $g\approx-0.014$. The two corrections in (9) then have opposite signs, and the error changes sign between these thicknesses.

At 300 K the Boltzmann average over the film levels is $4.24\times10^4$ s$^{-1}$. For $10^{11}$ cm$^{-2}$ electrons in the two valleys with heavy normal mass, kept supplied, the current density is
$$J=e\,(10^{11}\ {\rm cm^{-2}})(4.24\times10^4\ {\rm s^{-1}})\approx6.8\times10^{-4}\ {\rm A/cm^2}.$$
The lowest level is about 1% occupied, so Boltzmann statistics are adequate. The gold final state has a filling of order $10^{-17}$. Holes are left out. At this bias the gold Fermi level lies only about 0.12 eV above the silicon valence edge, so holes can be injected from gold. A rough estimate gives $4\times10^{10}$ to $2\times10^{11}$ cm$^{-2}$ of them if they equilibrate with gold, and a hole current between about 7% of the electron current (parabolic oxide band) and a comparable size (two-band oxide). The charge balance below ignores them. Band bending in the film is estimated at no more than 1.9 meV if uniform donors balance the charge, against a 12 meV gap between the lowest two levels.

**The real contact.** An oxide of 1.5 nm is in the range where direct tunnelling matters, but a 10 nm film is a special geometry. Low-resistance contacts usually place a metal or silicide directly on heavily doped silicon, where the barrier is a curved depletion layer and (1) does not apply as it stands. In the oxide contact four weak assumptions are the rectangular shape, the parabolic band of the oxide, the free-electron band of gold and the matching rule, continuity of $\psi'/m$, between such unlike materials. The prefactor depends on that rule: continuity of $\psi'$ instead would change 0.194 to 0.317. Along (111), real gold has a band gap at this energy for electrons without in-plane momentum. If the gold has that orientation and in-plane momentum is conserved, the direct path assumed here is closed, and the electron can enter only with the help of scattering. Classical image forces, with oxide permittivity 2.1, multiply $T$ for the lowest level by about 23 if the divergent potential is cut off at the floors of the two electrodes. The number depends strongly on this choice: moving the image planes back by 0.03 to 0.1 nm gives 10 to 4, and a deeper cutoff on the silicon side gives about 58. If 0.42 is a band-edge mass, a two-band oxide dispersion with a 9 eV gap raises the exponential by a factor of about 28; a mass fitted to tunnelling data may already contain part of either effect, so the factors should not simply be multiplied. An oxide thinner by 0.1 nm gives a factor of 3.2, a field of 1 MV/cm that lowers the gold side gives 1.24 on $T$ at fixed $E$, and in-plane motion with energy $k_BT$ gives 1.04. The main effect of such a field lies outside $T$ at fixed $E$: it requires about $2\times10^{12}$ cm$^{-2}$ of charge on the silicon side and pulls the film states against the oxide. A uniform field of 0.17 to 0.33 MV/cm in the film raises the decay rate of the lowest level by a factor of 30 to 65. The other four valleys hold about 58% of the film electrons. Their large in-plane momentum, if conserved, multiplies their exponential by a further factor of $5\times10^{-8}$ in an isotropic oxide band; roughness or disorder can relax this. The current above is thus a result of the stated model, and a real device could differ from it by more than a factor of ten. The remaining values are in the numerical output.

## Computed results

```
Test: volume M / closed M = 1.0000000000
Test: double-well splitting / 2|M| = 0.999984
Test: grid decay rate = 1.3620e-03 a.u.
Test: golden-rule rate = 1.3639e-03 a.u.
Film, oxide thickness = 10.0, 1.5 nm
Barrier from Si edge, Au Fermi level = 3.1, 4.1 eV
Au Fermi energy above its floor = 5.5 eV
Au floor relative to Si edge = -6.50 eV
Masses Si normal, Si plane = 0.92, 0.19 m_e
Masses oxide, Au = 0.42, 1.0 m_e
Temperature = 300 K, kT = 0.02585 eV
Lowest level: kL, kappa, kR = 0.3117, 5.8420, 13.0656 1/nm
vL, vB, vR = 3.9226e+04, 1.6103e+06, 1.5126e+06 m/s
2 kappa d = 17.5260, exp(-2 kappa d) = 2.4465e-08
Effective film length = 10.0782 nm
Strikes on barrier = 1.9461e+12 1/s
Au normalization length = 99.9684 nm
|M| = 1.7406e-07 eV
Au density of states, one spin = 31.9996 1/eV
Level: E (eV), prefactor, T0, rate (1/s)
  n=1: 0.00402, 0.1944, 4.7555e-09, 9.2546e+03
  n=2: 0.01610, 0.3889, 9.8453e-09, 3.8317e+04
  n=3: 0.03622, 0.5836, 1.5645e-08, 9.1327e+04
  n=4: 0.06438, 0.7787, 2.2620e-08, 1.7604e+05
Lifetime of lowest level = 108.055 us
Pole rate, lowest level = 9.2546e+03 1/s
kappa d = 1: d = 0.171 nm, T0/T = 1.014569
kappa d = 2: d = 0.342 nm, T0/T = 0.999828
kappa d = 4: d = 0.685 nm, T0/T = 0.999991
Thermal mean rate = 4.2436e+04 1/s
Sheet density, two valleys = 1.0e+11 1/cm2
Current density = 6.7990e-04 A/cm2
Permittivity oxide (optical), Si = 2.1, 11.7
Image-force factor on T = 22.925
Oxide field 1.0 MV/cm: factor on T = 1.242
Two-band oxide, gap 9.0 eV: exponential factor = 27.97
Oxide thinner by 0.1 nm: factor on T = 3.217
In-plane energy kT: factor on T = 1.0436
Other four valleys: exponential factor = 5.09e-08
Filling of Au final state = 1.36e-17
Share of electrons in the two valleys = 0.419
Occupation of lowest film level = 0.0119
Film band bending, upper estimate = 1.87 meV
Gap between lowest two levels = 12.07 meV
```
